# The non-collinear LDA exchange-correlation field and its vanishing local torque

**Q.** The local density approximation takes its energy from a uniform electron gas polarized along one axis. In a two-component calculation the magnetization can point in a different direction at every place. What are the variables of the functional, to begin with?

**A.** The occupied spinors $\phi_i$, with occupations $f_i$, give a $2\times2$ spin density matrix at each point,

$$\rho(\mathbf r)=\sum_i f_i\,\phi_i(\mathbf r)\phi_i^\dagger(\mathbf r),\qquad n=\mathrm{Tr}\,\rho,\qquad \mathbf m=\mathrm{Tr}(\boldsymbol\sigma\rho).$$

Here $\mathbf m$ counts spins as $\pm1$, so the spin angular momentum density is $\mathbf m/2$. Atomic units are used. A Hermitian $2\times2$ matrix is a real combination of $1$ and the three Pauli matrices. Since $\mathrm{Tr}\,\sigma_a=0$ and $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$, the coefficients are fixed:

$$\rho=\tfrac12\,(n+\mathbf m\cdot\boldsymbol\sigma).$$

With $s=|\mathbf m|$, the identity $(\mathbf m\cdot\boldsymbol\sigma)^2=s^2$ shows that $\mathbf m\cdot\boldsymbol\sigma$ has eigenvalues $\pm s$. Those of $\rho$ are therefore

$$n_\pm=\tfrac12(n\pm s).$$

Because $f_i\ge0$, $\rho$ has no negative eigenvalue, and so $s\le n$.

**Q.** Why may the energy depend on $n$ and $s$ alone? You have four real numbers at each point.

**A.** The local approximation assigns to each point the exchange-correlation energy per volume of a uniform gas with the same $\rho$. The Hamiltonian of that gas contains no spin-orbit coupling, so turning all its spins together costs no energy. Choose the rotation that diagonalizes $\rho$. The gas then has spin densities $n_+$ and $n_-$ along one axis, which is the collinear problem. Hence

$$E_{xc}=\int f(n,s)\,d^3r .$$

Turning the spins by $180^\circ$ exchanges $n_+$ and $n_-$, that is, $s\to-s$. So $f$, continued to negative $s$, is even in $s$.

The approximation lies in using a uniform gas at each point. The energy does not register how fast the direction of $\mathbf m$ changes from one point to the next.

**Q.** Then derive the potential. I am suspicious of the modulus in $s$.

**A.** Take first a point with $s>0$. From $s^2=\mathbf m\cdot\mathbf m$ we get $2s\,\delta s=2\,\mathbf m\cdot\delta\mathbf m$, so $\delta s=\mathbf m\cdot\delta\mathbf m/s$. Therefore

$$\delta E_{xc}=\int\left[\frac{\partial f}{\partial n}\,\delta n+\frac{\partial f}{\partial s}\,\frac{\mathbf m}{s}\cdot\delta\mathbf m\right]d^3r .$$

The factors of $\delta n$ and $\delta\mathbf m$ are

$$v_{xc}=\frac{\partial f}{\partial n},\qquad \mathbf B_{xc}=\frac{\partial f}{\partial s}\,\frac{\mathbf m}{s}.$$

Now insert $\delta n=\mathrm{Tr}\,\delta\rho$ and $\delta\mathbf m=\mathrm{Tr}(\boldsymbol\sigma\,\delta\rho)$:

$$\delta E_{xc}=\int\mathrm{Tr}(V_{xc}\,\delta\rho)\,d^3r,\qquad V_{xc}=v_{xc}+\mathbf B_{xc}\cdot\boldsymbol\sigma .$$

For a change of the spinors, $\delta\rho=\sum_i f_i(\delta\phi_i\,\phi_i^\dagger+\phi_i\,\delta\phi_i^\dagger)$. The part with $\delta\phi_i^\dagger$ contributes $f_i\,\delta\phi_i^\dagger V_{xc}\phi_i$. Thus $V_{xc}$ is the matrix that acts on $\phi_i$ in the Kohn–Sham equation. In this convention $\mathbf B_{xc}$ is an energy, with no separate magneton.

**Q.** Existing collinear routines return two spin potentials, not $\partial f/\partial s$. How are they related?

**A.** Let $v_\pm=\partial f/\partial n_\pm$. Since $\partial n_\pm/\partial n=\tfrac12$ and $\partial n_\pm/\partial s=\pm\tfrac12$, the chain rule gives

$$v_{xc}=\tfrac12(v_++v_-),\qquad \frac{\partial f}{\partial s}=\tfrac12(v_+-v_-).$$

So $V_{xc}$ has eigenvalues $v_\pm$ on the same local spin axes on which $\rho$ has eigenvalues $n_\pm$. If $\mathbf m$ points along $+z$ everywhere, $V_{xc}$ is diagonal with entries $v_+$ and $v_-$, and the usual spin-polarized LDA is recovered.

**Q.** I would like to see one part of $f$ explicitly, including its sign.

**A.** Exchange can be done in full. In the uniform gas it acts between electrons of equal spin, so each spin species contributes separately. For a species with density $n_\sigma$ and Fermi wave number $k$, where $k^3=6\pi^2n_\sigma$, the one-particle density matrix at separation $u$ is

$$\gamma(u)=\int_{q<k}\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf u}=\frac{k^3}{2\pi^2}\,\frac{j_1(ku)}{ku}.$$

With $x=ku$, its exchange energy per volume is

$$-\frac12\int\frac{\gamma(u)^2}{u}\,d^3u=-\frac{k^4}{2\pi^3}\int_0^\infty\frac{j_1(x)^2}{x}\,dx .$$

From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ one finds $(j_0^2+j_1^2)'=-4j_1^2/x$. The integral is thus $\tfrac14[j_0(0)^2+j_1(0)^2]=\tfrac14$, and the energy is $-k^4/(8\pi^3)$. For the two species $k^3=6\pi^2n_\pm=3\pi^2(n\pm s)$. Their sum is

$$f_x=-\frac38\left(\frac3\pi\right)^{1/3}\left[(n+s)^{4/3}+(n-s)^{4/3}\right].$$

Differentiation brings down $\tfrac43$, and $\tfrac38\cdot\tfrac43=\tfrac12$:

$$\frac{\partial f_x}{\partial n}=-\frac12\left(\frac3\pi\right)^{1/3}\left[(n+s)^{1/3}+(n-s)^{1/3}\right],$$

$$\frac{\partial f_x}{\partial s}=-\frac12\left(\frac3\pi\right)^{1/3}\left[(n+s)^{1/3}-(n-s)^{1/3}\right].$$

The second is negative for $s>0$. The exchange field therefore points opposite to $\mathbf m$. Since it enters as $+\mathbf B\cdot\boldsymbol\sigma$, it lowers the energy of spins along $\mathbf m$. "Parallel to the magnetization" thus means along the same line; the sense depends on the sign convention and on the sign of $\partial f/\partial s$, which is shown here to be negative for exchange only. Correlation works against it, and with Perdew–Wang correlation the sum changes sign at very low density, for $r_s$ of a few hundred bohr at weak polarization.

**Q.** And where $\mathbf m$ vanishes? The direction $\mathbf m/s$ is undefined there.

**A.** The direction is undefined, but its prefactor goes to zero. For $s\ll n$,

$$(n\pm s)^{1/3}=n^{1/3}\left[1\pm\frac{s}{3n}-\frac{s^2}{9n^2}\pm\dots\right],$$

so the difference of the two roots is $\tfrac23\,s\,n^{-2/3}$ to leading order. Hence

$$\mathbf B_x\to-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}\,\mathbf m .$$

The field is linear in $\mathbf m$ and vanishes with it. The same holds for any $f$ that is even and twice differentiable in $s$ at $s=0$: then $\partial f/\partial s\approx f_{ss}(n,0)\,s$ and $\mathbf B_{xc}\approx f_{ss}(n,0)\,\mathbf m$. A code should not divide by a vanishing $s$, but the functional has no singularity there as long as $n>0$.

At the opposite end, $s\to n$, the exchange field tends to the finite magnitude $\tfrac12(3/\pi)^{1/3}(2n)^{1/3}$. Its derivative with respect to $s$ contains $(n-s)^{-2/3}$ and diverges, which matters for response calculations but not for the potential.

**Q.** Now the torque. Is it more than the remark that parallel vectors have no cross product?

**A.** The direct proof is that remark:

$$\mathbf m\times\mathbf B_{xc}=\frac1s\frac{\partial f}{\partial s}\,\mathbf m\times\mathbf m=0$$

at each point with $s>0$, and where $\mathbf m=0$ the product vanishes because $\mathbf B_{xc}$ is finite. A second proof shows which symmetry is responsible. Turn the spins by a small angle $\boldsymbol\omega(\mathbf r)$ that may differ from point to point:

$$\delta\phi_i=-\tfrac i2\,\boldsymbol\omega\cdot\boldsymbol\sigma\,\phi_i .$$

With $[\sigma_b,\sigma_a]=2i\epsilon_{bac}\sigma_c$ the magnetization changes by

$$\delta m_a=\tfrac i2\sum_i f_i\,\phi_i^\dagger[\boldsymbol\omega\cdot\boldsymbol\sigma,\sigma_a]\phi_i=-\epsilon_{bac}\,\omega_b m_c=(\boldsymbol\omega\times\mathbf m)_a .$$

This leaves $n$ and $s$ unchanged everywhere, so the energy does not change:

$$0=\int\mathbf B_{xc}\cdot(\boldsymbol\omega\times\mathbf m)\,d^3r=\int\boldsymbol\omega\cdot(\mathbf m\times\mathbf B_{xc})\,d^3r .$$

Since $\boldsymbol\omega(\mathbf r)$ is arbitrary, $\mathbf m\times\mathbf B_{xc}$ must vanish point by point.

**Q.** Does the exact functional share this?

**A.** In general it has only the weaker symmetry. Without spin-orbit coupling, the exact $E_{xc}[n,\mathbf m]$ is unchanged when all spins turn by the same angle. With constant $\boldsymbol\omega$ the argument gives

$$\int\mathbf m\times\mathbf B_{xc}\,d^3r=0,$$

which permits local torques that cancel in the sum.

A simple term that behaves this way is $\tfrac c2\int\sum_k|\partial_k\mathbf m|^2\,d^3r$. Integration by parts gives $\mathbf B=-c\nabla^2\mathbf m$. Because $\partial_k\mathbf m\times\partial_k\mathbf m=0$,

$$\mathbf m\times\mathbf B=-c\sum_k\partial_k(\mathbf m\times\partial_k\mathbf m).$$

This is a divergence. It can be nonzero locally, yet it integrates to zero if $\mathbf m$ vanishes at the boundary.

**Q.** So gradient corrections bring back a local torque?

**A.** Not by themselves. Suppose a functional contains gradients, but only of the scalar fields $n$ and $s$. Then $\delta E=\int(\delta E/\delta s)\,\delta s\,d^3r$ at fixed $n$, and $\delta s=\mathbf m\cdot\delta\mathbf m/s$ again gives a field along $\mathbf m$ wherever $s>0$. The regularity at $\mathbf m=0$ found for the local functional does not carry over, because $s$ has a kink where $\mathbf m$ passes linearly through zero: for a term $\tfrac c2|\nabla s|^2$ one has $\delta E/\delta s=-c\nabla^2s$, and for $\mathbf m=a(x,y,0)$ with $a>0$, $s=ar$ and $\nabla^2s=a/r$ diverges on the axis $r=0$. What removes the torque is dependence on $\mathbf m$ through $s(\mathbf r)$ alone. The local approximation is one case of this.

**Q.** What does the torque do in the Kohn–Sham equations? If it is zero, must the magnetization line up with the applied field?

**A.** No, because spin currents can carry spin from place to place. Let $H=-\tfrac12\nabla^2+v+\mathbf B\cdot\boldsymbol\sigma$, where $v$ is a real scalar and $\mathbf B=\mathbf B_{ext}+\mathbf B_{xc}$. For one spinor,

$$\partial_t(\phi^\dagger\sigma_a\phi)=i\left[(H\phi)^\dagger\sigma_a\phi-\phi^\dagger\sigma_aH\phi\right].$$

The scalar potential cancels. The kinetic part is

$$-\tfrac i2\,\nabla\cdot\left[(\nabla\phi)^\dagger\sigma_a\phi-\phi^\dagger\sigma_a\nabla\phi\right]=-\nabla\cdot\mathrm{Im}(\phi^\dagger\sigma_a\nabla\phi),$$

since the bracket is a complex number's conjugate minus the number itself, or $-2i$ times its imaginary part. The field part is $i\,\phi^\dagger[\mathbf B\cdot\boldsymbol\sigma,\sigma_a]\phi$, and the commutator turns it into $-2\epsilon_{bac}B_b\,\phi^\dagger\sigma_c\phi$. Summing over occupied spinors, with $\mathbf J_a=\sum_if_i\,\mathrm{Im}(\phi_i^\dagger\sigma_a\nabla\phi_i)$, we obtain

$$\partial_tm_a+\nabla\cdot\mathbf J_a=2(\mathbf B\times\mathbf m)_a .$$

The factor 2 comes from the commutator: $\mathbf B$ multiplies $\boldsymbol\sigma$, which is twice the spin operator. It remains if both sides are written for the spin density $\mathbf m/2$. In a stationary state with $\mathbf B_{xc}\times\mathbf m=0$,

$$\nabla\cdot\mathbf J_a=2(\mathbf B_{ext}\times\mathbf m)_a .$$

The spin current alone balances the external torque. Spin-orbit coupling would add terms of its own to this balance. Since it depends on momentum, these include a contribution to the spin current as well as a torque. The xc term would still be absent.

**Q.** Then what is lost when the local functional has no torque?

**A.** In the interacting system the Coulomb repulsion depends on positions only and commutes with the local spin density. The true stationary spin current thus obeys the last equation as well. The exact Kohn–Sham system has the same $n$ and $\mathbf m$, but its spin current need not be the true one. Subtracting the two balances gives

$$2(\mathbf B_{xc}\times\mathbf m)_a=\nabla\cdot(\mathbf J_a^{KS}-\mathbf J_a^{true}).$$

The exact xc torque makes up for this difference. A functional without torque leaves no room for a difference in divergence.

**Q.** Show me numbers from a case where the magnetization really turns.

**A.** Take a model electron slab, uniform in the plane. A parabolic potential $\tfrac12\omega^2z^2$ confines it. It is the potential of a uniform positive background $n_0$ if $\omega^2=4\pi n_0=3/r_s^3$; for $r_s=3$ bohr this is $0.1111$. The slab holds $0.080$ electrons per bohr² in the field

$$\mathbf B_{ext}=(0.05\cos qz,\;0.05\sin qz,\;0.025)\ \text{hartree},\qquad q=0.40\ \text{bohr}^{-1}.$$

This field is taken to act on the spin only; there is no vector potential in $H$. Its magnitude, $0.056$ hartree, would correspond to about $2.6\times10^4$ T, and a real magnetic field of that size would quantize the in-plane motion into Landau levels. It is a device for producing a turning magnetization, not a laboratory field. With this restriction each spinor subband has parabolic in-plane dispersion, hence $1/(2\pi)$ states per area and energy. Its filling is $(\mu-\varepsilon_i)/(2\pi)$; the lowest has $0.234646/(2\pi)=0.037345$ bohr$^{-2}$. Four subbands are occupied. The equations were solved self-consistently with the Hartree potential, Slater exchange and Perdew–Wang correlation, using three-point finite differences on a grid of spacing $0.20$ bohr. The digits quoted below belong to this grid and serve to follow the arithmetic; they are not converged with respect to the spacing. Halving it changes $s$ and $\partial f/\partial s$ at $z=2$ bohr by about 0.05% (to $0.0053954$ and $-0.026123$) and the torque component quoted later by 0.3% (to $-8.86\times10^{-6}$).

At $z=2$ bohr the result is $n=0.0092566$ and $\mathbf m=(-0.0029732,-0.0036369,-0.0026581)$, so $s=0.0053974$, all in bohr$^{-3}$. The eigenvalues of $\rho$ are

$$n_+=\tfrac12(n+s)=0.0073270,\qquad n_-=\tfrac12(n-s)=0.0019296 .$$

For them the uniform gas gives $v_+=-0.271786$ and $v_-=-0.219512$ hartree. Hence

$$v_{xc}=\tfrac12(-0.271786-0.219512)=-0.245649,$$

$$\frac{\partial f}{\partial s}=\tfrac12(-0.271786+0.219512)=-0.026137,$$

in hartree. Multiplying the latter by $\mathbf m/s=(-0.5508,-0.6738,-0.4925)$ yields

$$\mathbf B_{xc}=(0.01440,\,0.01761,\,0.01287)\ \text{hartree},$$

with magnitude $0.711$ eV. Exchange alone would give $\partial f_x/\partial s=-0.043258$ hartree. Correlation contributes the difference, $+0.017121$, and so cancels about 40% of the exchange field here.

**Q.** The field was computed from a formula that makes it parallel. That cannot confirm the formula.

**A.** Agreed, so the field was also obtained without it. The energy density was evaluated from the eigenvalues of $\rho$, and each Cartesian component of $\mathbf m$ was varied numerically. This was done wherever $n_-$ exceeds one thousandth of the largest density. The largest $|\mathbf m\times\mathbf B_{xc}|$ with this numerical field is $4.8\times10^{-14}$ hartree/bohr³, while the largest product $|\mathbf m||\mathbf B_{xc}|$ is $1.56\times10^{-4}$. In a further test the spinors were multiplied by an arbitrary position-dependent complex $2\times2$ matrix close to unity. The numerical derivative of $E_{xc}$ and the integral of $\mathrm{Tr}(V_{xc}\delta\rho)$ agree to all printed digits, $-0.014294044$ hartree/bohr².

**Q.** And is there any external torque for the current to balance?

**A.** Yes. At $z=2$ bohr, $\mathbf m$ is $5.2^\circ$ away from the direction of $-\mathbf B_{ext}$. The $x$ component of the external term is

$$2(B_ym_z-B_zm_y)=2(-9.534+9.092)\times10^{-5}\approx-8.8\times10^{-6}$$

in hartree/bohr³. The divergence of the current, computed from the spinors, has the same $x$ component, $-8.83\times10^{-6}$. Over the whole slab the two sides differ by at most $6.6\times10^{-12}$, against a largest external term of $6.07\times10^{-5}$.

This comparison is sensitive to the direction of $\mathbf B_{xc}$. Tilting it by $5^\circ$ at fixed $\mathbf m$, where $|\mathbf m||\mathbf B_{xc}|$ is largest, would add $2\times1.56\times10^{-4}\times\sin5^\circ\approx2.7\times10^{-5}$ hartree/bohr³, nearly half the largest external term. It says nothing about the size or sign of $\mathbf B_{xc}$: any field along $\mathbf m$, including zero, drops out of the balance.

**Q.** How large is the torque of your gradient term for the same magnetization?

**A.** With $c=1$ hartree bohr⁵, chosen only for illustration, it reaches $5.2\times10^{-6}$ hartree/bohr³ locally. Its integral over $z$ is $6.7\times10^{-20}$ hartree/bohr², zero to rounding. That is the weaker, global law at work.

**Q.** Could one avoid all this by feeding only $m_z$ to a collinear functional?

**A.** That would tie the energy to an arbitrary axis. The field would be $(0,0,B_z)$ and the cross product

$$\mathbf m\times\mathbf B=(m_yB_z,\,-m_xB_z,\,0),$$

which nothing forces to vanish, even after integration. For the slab magnetization the net value is $2.33\times10^{-4}$ hartree/bohr². The energy shows the same defect. Using $m_z$ alone gives $E_{xc}=-0.01457822$ hartree/bohr², and $m_x$ alone gives $-0.01461855$. The second is what the $m_z$ functional would return after all spins were turned by $90^\circ$ to bring $x$ onto $z$. A rotation that should cost nothing changes the energy by $4.0\times10^{-5}$ hartree/bohr². The functional of $s$ gives $-0.015048$ in either orientation.

**Q.** Finally, Kramers symmetry. Does a potential containing $\mathbf B_{xc}\cdot\boldsymbol\sigma$ not break it?

**A.** It does wherever $\mathbf B_{xc}\ne0$, that is, wherever $s>0$ and $\partial f/\partial s\ne0$; for exchange alone the second condition follows from the first. The time-reversed spinor is $\phi^T=-i\sigma_y\phi^*=(-\phi_\downarrow^*,\phi_\uparrow^*)$. It gives $\rho^T=\sigma_y\rho^*\sigma_y$, and since $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$,

$$\rho^T=\tfrac12(n-\mathbf m\cdot\boldsymbol\sigma),\qquad V_{xc}[\rho^T]=v_{xc}-\mathbf B_{xc}\cdot\boldsymbol\sigma=\sigma_yV_{xc}^*[\rho]\,\sigma_y .$$

The functional treats a state and its reverse alike, but a potential with $\mathbf B_{xc}\ne0$ is not its own reverse.

If each spinor and its partner are equally occupied, their magnetizations cancel at every point. Then $\mathbf B_{xc}=0$ by the small-$\mathbf m$ limit, and $V_{xc}$ is a scalar. Without an external magnetic field, and with spin-orbit coupling allowed, $H$ then commutes with time reversal. So $\phi$ and $\phi^T$ have the same energy. They are also orthogonal, because $\phi^\dagger\phi^T=-\phi_\uparrow^*\phi_\downarrow^*+\phi_\downarrow^*\phi_\uparrow^*=0$. Filling such pairs equally reproduces $\mathbf m=0$, and the self-consistent cycle preserves the symmetry.

This shows that a Kramers-symmetric start stays symmetric. It does not show that the symmetric solution has the lowest energy; a magnetized solution may lie below it, and a start with $\mathbf m=0$ and equal filling of pairs would not find it. The numerical output below lists the remaining values for the slab.

## Computed values

```
background r_s = 3.0 bohr, omega^2 = 0.111111 a.u.
areal density = 0.080 bohr^-2
B_ext spiral = 0.050, axial = 0.025 hartree
spiral wave number = 0.40 bohr^-1
grid: 121 points, spacing 0.20 bohr, |z| <= 12.0 bohr
SCF iterations = 28
occupied spinor subbands = 4
  subband 1: mu - eps = 0.234646 hartree, filling 0.037345 bohr^-2
  subband 2: mu - eps = 0.161567 hartree, filling 0.025714 bohr^-2
  subband 3: mu - eps = 0.070652 hartree, filling 0.011245 bohr^-2
  subband 4: mu - eps = 0.035790 hartree, filling 0.005696 bohr^-2
Point z = 2.00 bohr:
  n = 0.00925664 bohr^-3
  m = -0.00297316 -0.00363693 -0.00265807 bohr^-3
  s = 0.00539743 bohr^-3, s/n = 0.58309
  n+ = 0.00732704, n- = 0.00192960 bohr^-3
  v+ = -0.271786, v- = -0.219512 hartree
  v_xc = -0.245649 hartree (exchange -0.197720)
  df/ds = -0.026137 hartree
  exchange part of df/ds = -0.043258 hartree
  B_xc = 0.014398 0.017612 0.012872 hartree
  |B_xc| = 0.7112 eV
  B_ext = 0.034835 0.035868 0.025000 hartree
  2 B_ext x m = -8.8312e-06 3.6531e-05 -4.0106e-05 hartree/bohr^3
  div J       = -8.8312e-06 3.6531e-05 -4.0106e-05 hartree/bohr^3
Angle between m and -B_ext:
  z = 0.0 bohr: 2.47 degrees, s/n = 0.5343
  z = 2.0 bohr: 5.23 degrees, s/n = 0.5831
  z = 4.0 bohr: 4.48 degrees, s/n = 0.7173
dE_xc numeric = -0.014294044 hartree/bohr^2
dE_xc formula = -0.014294044 hartree/bohr^2
max |m||B_xc| = 1.5633e-04 hartree/bohr^3
max |m x B_xc|, numeric field = 4.8e-14 hartree/bohr^3
max |2 B_ext x m| = 6.0691e-05 hartree/bohr^3
max |div J - 2 B_ext x m| = 6.6e-12 hartree/bohr^3
net external torque = 4.7e-12 hartree/bohr^2
small-m exchange slope, numeric = -7.44561 hartree bohr^3
small-m exchange slope, formula = -7.44561 hartree bohr^3
  at n = 0.00925664 bohr^-3
Kramers pairs: max |B_xc| = 0.0e+00 hartree
Gradient term, c = 1 hartree bohr^5:
  max local torque = 5.1610e-06 hartree/bohr^3
  net torque = 6.7e-20 hartree/bohr^2
E_xc non-collinear = -0.01504803 hartree/bohr^2
E_xc with m_z only = -0.01457822 hartree/bohr^2
E_xc with m_x only = -0.01461855 hartree/bohr^2
net torque, m_z only = 2.3274e-04 hartree/bohr^2
```
